# Longitudinal and transverse thermal diffuse scattering near silicon 400

## Problem

A silicon crystal at 300 K scatters X-rays near the 400 reflection, whose reciprocal-lattice vector is $\mathbf G=(4,0,0)\,2\pi/a$. Around the Bragg peak lies diffuse intensity caused by thermal sound waves. It is recorded at two points $\mathbf Q=\mathbf G+\mathbf q$ with the same small $|\mathbf q|=0.1\,(2\pi/a)$: once with $\mathbf q$ along [100], parallel to $\mathbf G$, and once with $\mathbf q$ along [010], perpendicular to it.

Rough typical values for silicon are $a=0.543$ nm, $C_{11}=166$ GPa, $C_{12}=64$ GPa and $C_{44}=80$ GPa. Treat the crystal as harmonic and the vibrations as classical.

1. How strong is the diffuse scattering at each point, and what is the ratio of the transverse to the longitudinal intensity as $q\to0$?
2. What changes the ratio at finite $q$, at low temperature and in a real measurement?

Intensities are counted per primitive cell, of volume $v=a^3/4=0.04003$ nm³. The structure factor is $F$, and $e^{-2W}$ is the Debye-Waller factor of the intensity.

## First estimate by scaling

A wave of amplitude $u$ and wavevector $q$ produces a strain of order $qu$. In a cell of volume $v$ this costs an elastic energy of order $vC(qu)^2$, where $C$ is an elastic modulus. Thermal agitation supplies an energy of order $kT$, so

$$u^2\sim\frac{kT}{vCq^2}.$$

A displacement $u$ along $\mathbf G$ shifts the phase of the scattered wave by $Gu$. The diffuse intensity is therefore of order

$$\frac{I}{|F|^2e^{-2W}}\sim G^2u^2\sim\frac{kT}{vC}\,\frac{G^2}{q^2}.$$

With $kT=25.85$ meV $=4.14\times10^{-21}$ J, a round modulus $C=100$ GPa and $G/q=4/0.1=40$,

$$\frac{4.14\times10^{-21}}{4.00\times10^{-18}}\times1600\approx1.7 .$$

To separate the two points, ask which deformation each one sees. Only displacements along $\mathbf G$, that is along [100], shift the phase appreciably. If they vary along [100], the crystal is stretched and compressed, which is resisted by $C_{11}$. If they vary along [010], the crystal is sheared, which is resisted by $C_{44}$. The softer deformation has the larger amplitude, so the transverse point should be brighter by about $166/80\approx2$.

This leaves three matters open: the numerical factor in each intensity, the part played by the other polarizations, and the absence of $C_{12}$.

## One-phonon scattering in the classical, elastic limit

### From displacements to intensity

Let atom $\kappa$ of the cell at $\mathbf R$ sit at $\mathbf R+\mathbf r_\kappa+\mathbf u_\kappa(\mathbf R)$, with $\mathbf r_1=0$ and $\mathbf r_2=\boldsymbol\tau=(1,1,1)a/4$. For $N$ cells and atomic form factor $f$,

$$I(\mathbf Q)=\frac{f^2}{N}\Big\langle\Big|\sum_{\mathbf R,\kappa}e^{-i\mathbf Q\cdot(\mathbf R+\mathbf r_\kappa+\mathbf u_\kappa(\mathbf R))}\Big|^2\Big\rangle .$$

Squaring the sum gives pairs of atoms with the thermal factor $\langle e^{-iX}\rangle$, where $X=\mathbf Q\cdot(\mathbf u-\mathbf u')$. In a harmonic crystal $X$ has a Gaussian distribution with zero mean and some variance $s^2$. Completing the square, $-X^2/2s^2-iX=-(X+is^2)^2/2s^2-s^2/2$, gives

$$\langle e^{-iX}\rangle=e^{-\langle X^2\rangle/2}.$$

Both atoms of the cell are equivalent by symmetry, so they share the value $2W=\langle(\mathbf Q\cdot\mathbf u)^2\rangle$. Then

$$\tfrac12\langle X^2\rangle=2W-\langle(\mathbf Q\cdot\mathbf u)(\mathbf Q\cdot\mathbf u')\rangle,$$

and each pair carries the factor

$$e^{-2W}\left[1+\langle(\mathbf Q\cdot\mathbf u)(\mathbf Q\cdot\mathbf u')\rangle+\dots\right].$$

The 1 gives the Bragg peak, the linear term gives one-phonon scattering, and the rest is multiphonon scattering. Reassembling the linear terms into a square,

$$I_1=\frac{f^2e^{-2W}}{N}\Big\langle\Big|\sum_{\mathbf R,\kappa}e^{-i\mathbf Q\cdot(\mathbf R+\mathbf r_\kappa)}\,\mathbf Q\cdot\mathbf u_\kappa(\mathbf R)\Big|^2\Big\rangle .$$

Now resolve the displacements into waves. It is convenient to separate the mean amplitude $\mathbf U$ of the two atoms from their relative amplitude $\mathbf D$:

$$\mathbf u_\kappa(\mathbf R)=\frac1{\sqrt N}\sum_{\mathbf k}\left[\mathbf U(\mathbf k)\pm\tfrac12\mathbf D(\mathbf k)\right]e^{i\mathbf k\cdot(\mathbf R+\mathbf r_\kappa)} .$$

The sum over $\mathbf R$ vanishes unless $\mathbf k=\mathbf q$, when it equals $N$. What remains for each atom is the phase $e^{-i\mathbf G\cdot\mathbf r_\kappa}$. At 400, $\mathbf G\cdot\boldsymbol\tau=(8\pi/a)(a/4)=2\pi$, so both phases equal 1. The relative amplitude cancels, the sum over atoms is $2\,\mathbf Q\cdot\mathbf U(\mathbf q)$, and $F=2f$. Hence

$$I_1=|F|^2e^{-2W}\,\langle|\mathbf Q\cdot\mathbf U(\mathbf q)|^2\rangle .$$

At long wavelength the optical modes of silicon move its two equal masses in opposition, so they are nearly silent here.

### Elastic energy of one wave

Since displacements are real, the waves $\mathbf q$ and $-\mathbf q$ belong together:

$$\mathbf u(\mathbf r)=N^{-1/2}\left(\mathbf Ue^{i\mathbf q\cdot\mathbf r}+\mathbf U^*e^{-i\mathbf q\cdot\mathbf r}\right).$$

With $\varepsilon_i=\partial_iu_i$ and $\gamma_{ij}=\partial_iu_j+\partial_ju_i$, the energy density of a cubic crystal is

$$w=\tfrac12C_{11}\sum_i\varepsilon_i^2+C_{12}\sum_{i<j}\varepsilon_i\varepsilon_j+\tfrac12C_{44}\sum_{i<j}\gamma_{ij}^2 .$$

The elastic constants already include the relaxation of $\mathbf D$ under strain. This is the right energy for $\mathbf U$, because integrating a Gaussian distribution over $\mathbf D$ leaves the quadratic energy minimized with respect to $\mathbf D$.

The spatial average of the product of two real waves with amplitudes $\alpha$ and $\beta$, each written as $\alpha e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$, is $2\,\mathrm{Re}(\alpha\beta^*)$. Thus $\overline{\varepsilon_i^2}=(2/N)q_i^2|U_i|^2$, and likewise for the other products. Multiplying by the crystal volume $Nv$,

$$E=v\Big[C_{11}\sum_iq_i^2|U_i|^2+2C_{12}\sum_{i<j}q_iq_j\mathrm{Re}(U_iU_j^*)+C_{44}\sum_{i<j}|q_iU_j+q_jU_i|^2\Big].$$

Expanding the last square and collecting terms gives $E=v\,\mathbf U^\dagger A\,\mathbf U$, with

$$A_{ii}=C_{11}q_i^2+C_{44}(q^2-q_i^2),\qquad A_{ij}=(C_{12}+C_{44})q_iq_j\quad(i\ne j).$$

### Equipartition

The matrix $A$ is real and symmetric. Along its eigenvectors, with eigenvalues $A_n$ and complex amplitudes $c_n=x_n+iy_n$, the energy is $\sum_nvA_n(x_n^2+y_n^2)$. Each squared term has the classical mean $kT/2$, so $\langle|c_n|^2\rangle=kT/(vA_n)$. In matrix form,

$$\langle\mathbf U\mathbf U^\dagger\rangle=\frac{kT}{v}A^{-1},\qquad I_1=|F|^2e^{-2W}\,\frac{kT}{v}\,\mathbf Q\cdot A^{-1}\cdot\mathbf Q .$$

### The two points

For $\mathbf q=(q,0,0)$, $A=q^2\,\mathrm{diag}(C_{11},C_{44},C_{44})$ and $\mathbf Q=(G+q,0,0)$, so

$$\frac{I_L}{|F|^2e^{-2W}}=\frac{kT}{v}\,\frac{(G+q)^2}{C_{11}q^2}.$$

For $\mathbf q=(0,q,0)$, $A=q^2\,\mathrm{diag}(C_{44},C_{11},C_{44})$ and $\mathbf Q=(G,q,0)$, so

$$\frac{I_T}{|F|^2e^{-2W}}=\frac{kT}{v}\left[\frac{G^2}{C_{44}q^2}+\frac1{C_{11}}\right].$$

The second term in $I_T$ is the longitudinal wave travelling along [010]. It moves atoms almost perpendicular to $\mathbf Q$, and its share relative to the shear wave is $(q/G)^2C_{44}/C_{11}$. With $F$ and $W$ taken equal at the two points, the ratio is

$$\frac{I_T}{I_L}=\frac{C_{11}/C_{44}+q^2/G^2}{(1+q/G)^2}\;\xrightarrow[q\to0]{}\;\boxed{\frac{C_{11}}{C_{44}}=\frac{166}{80}=2.075}$$

The leading intensities, with $G+q$ replaced by $G$, are

$$\frac{4.14\times10^{-21}}{0.04003\times10^{-27}\times166\times10^{9}}\times1600=0.997$$

for the longitudinal point and $0.997\times2.075=2.07$ for the transverse point, in units of $|F|^2e^{-2W}$ per cell.

## Comparison

The scaling value of 1.7 lies between the two results because its modulus of 100 GPa lies between $C_{44}$ and $C_{11}$. The numerical factor that scaling left open is 1 in both cases. The ratio also agrees, because for $\mathbf q$ along a cube axis $A$ is diagonal: $C_{12}$ drops out, and a displacement along [100] involves a single modulus.

An oblique direction shows where the simple argument stops. For $\mathbf q=q(1,1,0)/\sqrt2$, the $xy$ block of $A$ has diagonal elements $(C_{11}+C_{44})q^2/2$ and off-diagonal elements $(C_{12}+C_{44})q^2/2$. Inverting this block,

$$(A^{-1})_{xx}=\frac{2}{q^2}\,\frac{C_{11}+C_{44}}{(C_{11}+C_{44})^2-(C_{12}+C_{44})^2}
=\frac1{q^2}\,\frac{2\times246}{246^2-144^2}\ \text{GPa}^{-1}=\frac{1}{q^2\,(81\ \text{GPa})}.$$

The effective modulus is close to $C_{44}$ only by a coincidence of the numbers. The shear wave that has the modulus $C_{44}$ is polarized along [001], perpendicular to $\mathbf Q$, and does not contribute. The eigenvalues of the block are $(246\pm144)q^2/2$, which correspond to moduli of 195 and 51 GPa. Each of these two waves has half its squared polarization along [100], and the intensity follows the mean of $1/195$ and $1/51$.

### Finite $q$

The factor $(1+q/G)^2$ makes the two sides of the longitudinal line unequal. At $q/G=0.025$ it is 1.051 on the high-angle side and 0.951 on the other. Averaging the intensities at $+q$ and $-q$ removes the odd term and leaves $1+q^2/G^2$.

A lattice calculation adds dispersion. In a Keating crystal, bond stretching and bond bending are described by two springs, here 48.60 and 13.85 N/m, fixed by $C_{11}$ and $C_{12}$. Its own shear constant, obtained from finite strains with the internal displacement relaxed, is 79.38 GPa, so its limiting ratio is 2.091. The one-phonon intensity of its lattice waves gives 2.0911 at $q=0.001\,(2\pi/a)$. With $\pm q$ averaged, it gives 2.0900 at 0.05, 2.0865 at 0.10 and 2.0727 at 0.20. The deviation grows by a factor of 3.99 when $q$ doubles from 0.05 to 0.10, as expected for a correction quadratic in $q$. The sign of this trend belongs to the model, not to silicon. The Keating shear branch reaches about 7.8 THz at the [100] zone boundary, whereas the measured one flattens to about 4.5 THz. Force models that reproduce this flattening with the same input elastic constants make the ratio rise with $q$ instead, by somewhat under 1% at 0.10 and about 3% at 0.20. The nearly hidden longitudinal wave has a share of $7.48\times10^{-5}$ at 0.05, in agreement with $(0.0125)^2/2.091$.

The Gaussian average was tested separately by displacing the atoms of small periodic Keating crystals at random with thermal weights and summing the scattered waves directly. At $q=0.2\,(2\pi/a)$, 9000 intensities for each kind of point gave means of 1.044 (longitudinal) and 1.958 (transverse) in units of $f^2$. The Gaussian formula gives 1.046 and 1.967. The differences are below the statistical error of about 1%. The ratio here is 1.88 mainly because the longitudinal point was taken on the high-angle side, where $(1+q/G)^2=1.05^2$ enlarges the denominator; the Debye-Waller and multiphonon shifts, each a little under 1%, nearly cancel.

### Low temperature

For a quantum oscillator, the classical mean square amplitude is multiplied by $x\coth x$, with $x=\hbar\omega/2kT$. For small $x$ this is $1+x^2/3$. The phonon energies are 6.43 meV (longitudinal) and 4.46 meV (transverse). For the first, $x=6.43/51.7=0.124$ and the increase is 0.51%; for the second it is 0.25%. The classical treatment is therefore good at 300 K for this $q$.

In the opposite limit, $kT\ll\hbar\omega$, the factor tends to $x$. With $\omega=q\sqrt{C/\rho}$ and density $\rho$,

$$\frac{kT}{v}\,\frac{G^2}{Cq^2}\,\frac{\hbar\omega}{2kT}=\frac{\hbar G^2}{2vq\sqrt{\rho C}} .$$

The intensity now falls as $1/q$ and comes from zero-point motion. The ratio becomes $\sqrt{C_{11}/C_{44}}=1.44$, if the elastic constants are held fixed. For the transverse wave considered here, $kT=\hbar\omega$ at about 52 K, so this limit requires temperatures well below that. At any fixed temperature above zero, the classical ratio returns when $q$ is small enough.

### A real measurement

The elastic constants above are typical of silicon, and their rounding alone limits the predicted ratio to about 2.1. Several effects left out of the formula can be sized at $q=0.1\,(2\pi/a)$:

- **Multiphonon scattering** adds about 1.2% to the longitudinal and 0.8% to the transverse intensity. These values are extrapolated from two finite Keating crystals; the larger one gave 1.0% and 0.6%.
- **Form factor and Debye-Waller factor** fall with increasing $|\mathbf Q|$ and partly offset the asymmetry of the longitudinal line. With both included, the one-sided Keating ratios are 2.04 at $+q$ and 2.13 at $-q$.
- **Compton scattering** is the largest of the listed corrections once the longitudinal intensities at $+q$ and $-q$ are averaged. An unrestricted Hartree-Fock free atom gives $f=7.51$ electrons and a Compton intensity of 6.56 electron units per atom. This equals 6.2% of the longitudinal and 3.0% of the transverse diffuse intensity. The calculation omits electron correlation and bonding.
- **Adiabatic and isothermal values** of $C_{11}$ differ by about 0.06%, which is negligible here.

Taken together, dispersion, quantum statistics, multiphonon scattering and the variation of $f$ and $W$ lower the Keating ratio from 2.091 to 2.073. The closeness of this number to 2.075 is accidental, since the latter belongs to the slightly different input value of $C_{44}$. The net decrease is also specific to the Keating crystal: with the softer shear branch of real silicon, dispersion works against the other terms and the net shift at this $q$ can be close to zero. If the Compton background is left in, the ratio drops further:

$$\frac{2.073+0.062}{1+0.062}=2.01 .$$

A background common to both points pulls their ratio towards 1, so it must be subtracted before $C_{11}/C_{44}$ is read off.

The classical Keating value $2W=0.082$ is low for real silicon, where roughly 0.12 to 0.13 is appropriate. The two-spring model makes short-wavelength shear waves too stiff, and the classical average leaves out the quantum increase, which adds about $\hbar^2G^2/(12mkT)\approx0.01$ for atoms of mass $m$. The common factor $e^{-2W}$ cancels from the ratio, but the multiphonon shares are probably underestimated. Anharmonicity, strain fields of defects, tails of the Bragg peak and instrumental resolution are not included in these estimates. The last two set a practical lower limit on $q$, while dispersion and multiphonon scattering favour small $q$. The numerical output follows below.

## Numbers as computed

```
Lattice parameter a: 0.543 nm; temperature: 300 K
C11, C12, C44 (rough): 166, 64, 80 GPa
Density: 2331 kg/m3
Primitive cell volume: 0.04003 nm3
G of 400: 46.28 nm^-1
q: 0.10 (2 pi/a) = 1.157 nm^-1
kT: 25.85 meV
Phonon energy, longitudinal: 6.43 meV
Phonon energy, transverse: 4.46 meV
Longitudinal intensity: 0.997 |F|^2 exp(-2W) per cell
Transverse intensity: 2.070 |F|^2 exp(-2W) per cell
Ratio C11/C44: 2.075
Keating alpha, beta: 48.60, 13.85 N/m
Keating C44 from strain: 79.38 GPa
Keating C11/C44: 2.0911
Lattice ratio at xi=0.001: 2.0911
Lattice one-phonon ratio at xi=0.05: 2.0900
Lattice one-phonon ratio at xi=0.10: 2.0865
Lattice one-phonon ratio at xi=0.20: 2.0727
Growth of deviation, xi 0.05 to 0.10: factor 3.99
Hidden longitudinal [010] share at xi=0.05: 7.48e-05
Sampled crystals, xi=0.20, L and T: 1.044, 1.958 f^2
Gaussian formula, same L and T: 1.046, 1.967 f^2
Samples per direction: 9000
Optical share, longitudinal line: 0.0000 %
Optical share, transverse line: 0.0008 %
Quantum increase, longitudinal: 0.51 %
Quantum increase, transverse: 0.25 %
2W at 400 (Keating, classical): 0.0823
Multiphonon/one-phonon, L=20: 0.80, 0.39 %
Multiphonon/one-phonon, L=40: 1.02, 0.58 %
Multiphonon, extrapolated (lon, trans): 1.24, 0.77 %
Free-atom form factor at 400: 7.507 electrons
Compton intensity: 6.559 electron units per atom
Compton/longitudinal diffuse: 6.20 %
Compton/transverse diffuse: 2.99 %
One-sided ratio, longitudinal +q: 2.044
One-sided ratio, longitudinal -q: 2.134
Adiabatic minus isothermal C11: 0.064 %
Estimated ratio, Compton subtracted: 2.073
Estimated raw ratio with Compton: 2.010
```
